# The Bandgap of Biased Bilayer Graphene in the Minimal Hopping Model

Bilayer graphene in a transistor lies between gates that can put its two layers at different electrostatic potentials. This problem derives the resulting bandgap.

**The model.** Each layer is a honeycomb lattice with sublattices A and B, lattice constant \(a\) and nearest-neighbour hopping energy \(-\gamma_0\). In AB stacking, the A2 sites of layer 2 lie directly over the B1 sites of layer 1. These dimer sites are joined by a hopping \(t>0\); the sites A1 and B2 have no partner directly above or below. The on-site energy is \(+U/2\) in layer 1 and \(-U/2\) in layer 2. Here \(U\) is the actual difference in electron potential energy, with screening by the layers' own charge already included. Finding \(U\) from gate voltages is a separate electrostatic problem. We take \(U>0\), since exchanging the layers' roles covers the other sign.

In the basis (A1, B1, A2, B2), the Hamiltonian at wavevector \(\mathbf k\) is

\[
H=\begin{pmatrix}
U/2 & w^* & 0 & 0\\
w & U/2 & t & 0\\
0 & t & -U/2 & w^*\\
0 & 0 & w & -U/2
\end{pmatrix},\qquad w=-\gamma_0 f(\mathbf k),
\]

\[
f=1+e^{i\mathbf k\cdot\mathbf a_1}+e^{i\mathbf k\cdot\mathbf a_2},\qquad
\mathbf a_{1,2}=a\left(\pm\tfrac12,\tfrac{\sqrt3}{2}\right).
\]

Write \(w=qe^{i\varphi}\) with \(q=|w|\), an energy. Spin adds a degeneracy and is otherwise ignored, as are disorder and all other hoppings, except for one that is added in part (g). At neutrality there is one electron per site, so the lower two of the four bands are filled. The gap is the lowest energy of the third band minus the highest energy of the second, each taken over all \(\mathbf k\).

For numbers, take the round parameters \(t=0.4\) eV, \(\gamma_0=3\) eV and \(a=0.25\) nm, with \(U=0.4\) eV as the main case.

## (a) Relate \(q\) to the wavevector near the zone corner \(K=(4\pi/3a,\,0)\), and find the four bands.

**Solution.** At \(K\) the two phase factors in \(f\) are \(e^{\pm2\pi i/3}\), and \(f=0\). For \(\mathbf k=K+(k_x,k_y)\), the first-order expansion is

\[
\begin{aligned}
f&\simeq i a\left[e^{2\pi i/3}\left(\tfrac{k_x}{2}+\tfrac{\sqrt3k_y}{2}\right)
+e^{-2\pi i/3}\left(-\tfrac{k_x}{2}+\tfrac{\sqrt3k_y}{2}\right)\right]\\
&=ia\left[\tfrac{i\sqrt3}{2}k_x-\tfrac{\sqrt3}{2}k_y\right]
=-\tfrac{\sqrt3}{2}a\,(k_x+ik_y).
\end{aligned}
\]

The second line uses \(e^{2\pi i/3}-e^{-2\pi i/3}=i\sqrt3\) and \(e^{2\pi i/3}+e^{-2\pi i/3}=-1\). Therefore

\[
w\simeq\hbar v(k_x+ik_y),\qquad \hbar v=\tfrac{\sqrt3}{2}a\gamma_0 .
\]

The parameters give \(\hbar v=0.6495\) eV nm, or \(v=9.87\times10^5\) m/s.

For the bands, let \(u=U/2\) and let \((a_1,b_1,a_2,b_2)\) be the amplitudes. The first and last rows of \(H\psi=E\psi\) are

\[
(E-u)a_1=w^*b_1,\qquad (E+u)b_2=wa_2 .
\]

For \(E\neq\pm u\), insert these into the two middle rows:

\[
\left(E-u-\frac{q^2}{E-u}\right)b_1=t\,a_2,\qquad
\left(E+u-\frac{q^2}{E+u}\right)a_2=t\,b_1 .
\]

The determinant of this pair, multiplied by the determinant \((E-u)(E+u)\) of the eliminated block, is \(\det(E-H)\). Thus

\[
\det(E-H)=\left[(E-u)^2-q^2\right]\left[(E+u)^2-q^2\right]-t^2(E^2-u^2).
\]

Both sides are polynomials in \(E\). They agree at all but two values of \(E\), so they agree at those two as well.

The brackets are \((E^2+u^2-q^2)\mp2uE\), and their product is \((E^2+u^2-q^2)^2-4u^2E^2\). Setting the determinant to zero and collecting powers gives

\[
E^4-E^2(2q^2+2u^2+t^2)+(q^2-u^2)^2+t^2u^2=0 .
\]

This is a quadratic in \(E^2\). A quarter of its discriminant is

\[
\left(q^2+u^2+\tfrac{t^2}{2}\right)^2-(q^2-u^2)^2-t^2u^2
=4q^2u^2+t^2q^2+\tfrac{t^4}{4},
\]

because \((q^2+u^2)^2-(q^2-u^2)^2=4q^2u^2\) and the two terms \(t^2u^2\) cancel. With \(4u^2=U^2\),

\[
E_\pm^2=q^2+\frac{U^2}{4}+\frac{t^2}{2}\pm s,\qquad
s=\sqrt{\frac{t^4}{4}+q^2(U^2+t^2)} .
\]

The four bands are \(\pm E_+\) and \(\pm E_-\), where \(E_\pm\ge0\). The spectrum is symmetric about zero energy. Direct diagonalization for many magnitudes and directions of \(w\) confirms these bands.

## (b) How far apart are the two inner levels at \(K\)? Is this separation the gap?

**Solution.** At \(K\), \(q=0\) and \(s=t^2/2\), so

\[
E_-=\frac U2,\qquad E_+=\sqrt{\frac{U^2}{4}+t^2}.
\]

The inner levels are separated by \(U\). Their states are simple: with \(w=0\), A1 and B2 are decoupled from everything else, and each inner state sits on one of them. The two states therefore lie on opposite layers and feel the full potential difference. The dimer sites form the outer pair.

To see whether \(K\) is a band edge, expand \(s\) for small \(q\):

\[
s\simeq\frac{t^2}{2}+\frac{q^2(U^2+t^2)}{t^2},
\]

\[
E_-^2\simeq\frac{U^2}{4}+q^2\left(1-\frac{U^2+t^2}{t^2}\right)
=\frac{U^2}{4}-\frac{U^2}{t^2}q^2 .
\]

The third band falls as one leaves \(K\), so \(K\) is a local maximum of the conduction band and, by symmetry, a local minimum of the valence band. The separation \(U\) is larger than the gap. In the main case the inner levels at \(K\) are 0.400 eV apart and the outer levels lie at \(\pm0.447\) eV.

## (c) Find the gap and the place in \(\mathbf k\) space where it occurs.

**Solution.** By the symmetry of the spectrum, the gap is \(E_g=2\min E_-\). Differentiation can be avoided by using \(s\) as the variable in place of \(q\). Define \(W^2=U^2+t^2\). The definition of \(s\) gives

\[
q^2=\frac{s^2-t^4/4}{W^2},
\]

and hence

\[
E_-^2=\frac{s^2}{W^2}-s+\frac{U^2}{4}+\frac{t^2}{2}-\frac{t^4}{4W^2}.
\]

The first two terms are \((s-W^2/2)^2/W^2-W^2/4\). The constants then combine as

\[
\frac{U^2}{4}+\frac{t^2}{2}-\frac{U^2+t^2}{4}-\frac{t^4}{4W^2}
=\frac{t^2}{4}\left(1-\frac{t^2}{W^2}\right)
=\frac{U^2t^2}{4W^2},
\]

so that

\[
E_-^2=\frac{(s-W^2/2)^2}{W^2}+\frac{U^2t^2}{4W^2}.
\]

The square is non-negative and vanishes at \(s=W^2/2\). This value is compatible with \(q^2\ge0\), which requires \(s\ge t^2/2\), because \(W^2>t^2\). The minimum is therefore global in \(q\), provided that the band contains the required \(q\); part (f) examines this condition. The gap is

\[
\boxed{E_g=\frac{Ut}{\sqrt{U^2+t^2}}}
\]

Putting \(s=W^2/2\) into the expression for \(q^2\) locates the edge:

\[
q_*^2=\frac{W^4-t^4}{4W^2}=\frac{(W^2-t^2)(W^2+t^2)}{4W^2}
=\frac{U^2(U^2+2t^2)}{4(U^2+t^2)} .
\]

In the linear region around \(K\), this is a ring of radius \(k_*=q_*/\hbar v\). The conduction minimum and the valence maximum lie on the same ring.

For \(U=t=0.4\) eV,

\[
E_g=\frac{0.4\times0.4}{\sqrt{0.16+0.16}}\ \text{eV}=0.283\ \text{eV},
\]

\[
q_*=\sqrt{\frac{0.16\times0.48}{4\times0.32}}\ \text{eV}=0.245\ \text{eV},\qquad
k_*=\frac{0.2449}{0.6495}\ \text{nm}^{-1}=0.377\ \text{nm}^{-1}.
\]

The gap is about 71% of the separation at \(K\). Since \(k_*a\approx0.09\) is small, the linear relation between \(q\) and wavevector is a good approximation here. On the lattice the contour \(q=q_*\) is slightly warped, and its radius varies with direction between about 0.372 and 0.383 nm\(^{-1}\), while the gap is unchanged.

## (d) How does the gap behave for weak and strong potentials, and what potential brings it to a fraction \(r\) of its limiting value?

**Solution.** The derivative is

\[
\frac{dE_g}{dU}=\frac{t}{W}-\frac{U^2t}{W^3}=\frac{t(W^2-U^2)}{W^3}=\frac{t^3}{W^3}>0,
\]

so the gap rises steadily, but ever more slowly. For \(U\ll t\), take \(t\) out of the square root; for \(U\gg t\), take out \(U\). With \((1+x)^{-1/2}\simeq1-x/2\),

\[
E_g\simeq U-\frac{U^3}{2t^2}\quad(U\ll t),\qquad
E_g\simeq t-\frac{t^3}{2U^2}\quad(U\gg t).
\]

At first the gap follows the potential difference. It then saturates at the interlayer hopping energy \(t\), which it approaches from below. Wherever the formula holds, the gap stays smaller than \(t\), since \(U/W<1\); part (f) finds the upper end of this range.

Setting \(E_g=rt\) gives \(r^2(U^2+t^2)=U^2\), and so

\[
U=\frac{rt}{\sqrt{1-r^2}} .
\]

Diagonalization followed by numerical minimization gives:

| \(U\) (eV) | \(E_g\) (eV) | \(E_g/t\) |
|---|---|---|
| 0.1 | 0.0970 | 0.243 |
| 0.4 | 0.2828 | 0.707 |
| 1.6 | 0.3881 | 0.970 |
| 3.2 | 0.3969 | 0.992 |

Doubling \(U\) from 1.6 to 3.2 eV adds only about 0.009 eV to the gap. Reaching 90% of \(t\) takes \(U=0.826\) eV, while 99% takes 2.81 eV. The limit is thus approached slowly, as the power law \(t^3/(2U^2)\) implies. At \(U=3.2\) eV that law predicts a shortfall of \(3.13\times10^{-3}\) eV. The computed shortfall is \(3.09\times10^{-3}\) eV, so the estimate is about 1% too large relative to the computed value.

The larger potentials serve to show the limit and are not working conditions for a transistor. With the layers about 0.335 nm apart, \(U=1.6\) eV means a field of about 4.8 V/nm between them, and the external field would have to be still larger, because the layers' own charge screens it. Inside a gate insulator the field is smaller than this external field by the insulator's relative permittivity, but insulators typically break down at fields of the order of 1 V/nm or less. With silicon dioxide (relative permittivity about 3.9) this limits \(U\) to roughly a few tenths of an electronvolt, as in the first two rows of the table. An oxide of much higher permittivity can sustain a larger external field and so raise this limit.

## (e) Explain the strong-potential limit in terms of the states of the separate layers.

**Solution.** Without \(t\), each layer has a Dirac cone, shifted by its potential. The states needed are the lower branch of layer 1 and the upper branch of layer 2:

\[
E_1=\frac U2-q,\quad |1\rangle=\frac{1}{\sqrt2}\begin{pmatrix}1\\-e^{i\varphi}\end{pmatrix}_{A1,B1};
\qquad
E_2=-\frac U2+q,\quad |2\rangle=\frac{1}{\sqrt2}\begin{pmatrix}1\\e^{i\varphi}\end{pmatrix}_{A2,B2}.
\]

They cross at zero energy when \(q=U/2\). The hopping \(t\) connects the B1 component of \(|1\rangle\) to the A2 component of \(|2\rangle\), so

\[
m=\langle1|H|2\rangle=\frac12\left(-e^{-i\varphi}\right)t,\qquad |m|=\frac t2 .
\]

The factor \(1/2\) arises because each state has half its weight on the dimer site. The other two branches lie at a distance \(U\) from the crossing. For \(U\gg t\) they may be dropped at leading order, leaving a two-level problem:

\[
E=\pm\sqrt{\left(\frac U2-q\right)^2+\frac{t^2}{4}} .
\]

Its smallest separation is \(2|m|=t\), at \(q=U/2\). This agrees with \(q_*\to U/2\) from part (c).

A larger potential difference moves the crossing to a larger ring, but it does not change the sublattice weights and therefore does not change the coupling. The computed coupling is 0.200 eV both at \(U=2\) eV and at \(U=4\) eV, which corresponds to a splitting of 0.4 eV.

The two limits thus have different origins. At small \(U\) the potential difference between nearly layer-polarized states sets the gap. At large \(U\) the gap is an avoided crossing, whose size is set by the hopping.

## (f) Does the saturation survive on the full lattice for arbitrarily large \(U\)?

**Solution.** The bands in part (a) depend on \(\mathbf k\) through \(q=\gamma_0|f|\), and their derivation did not use the linear expansion of \(f\). The gap formula therefore extends beyond the Dirac region. The lattice does, however, limit \(q\). As a sum of three unit phases, \(f\) satisfies \(|f|\le3\), with equality at the zone centre \(\Gamma\). Since \(f\) is continuous and vanishes at \(K\), \(q\) takes every value from 0 to \(3\gamma_0\).

From part (c), \(4q_*^2=W^2-t^4/W^2\), which increases with \(U\). The formula holds until \(q_*=3\gamma_0\). Calling the corresponding potential \(U_c\) and setting \(y=U_c^2\),

\[
y(y+2t^2)=36\gamma_0^2(y+t^2)
\;\Rightarrow\;
y^2+2(t^2-18\gamma_0^2)y-36\gamma_0^2t^2=0 .
\]

The positive root contains \(\sqrt{(18\gamma_0^2-t^2)^2+36\gamma_0^2t^2}\), in which the cross terms cancel:

\[
U_c^2=18\gamma_0^2-t^2+\sqrt{324\gamma_0^4+t^4}.
\]

For \(t\ll\gamma_0\) this is close to \((6\gamma_0)^2\), the point at which the two layers' bands cease to overlap in energy.

Above \(U_c\), all available \(s\) lie below \(W^2/2\), where \(E_-^2\) decreases with \(s\). The edge then sits at the largest \(q\), which is at \(\Gamma\). There, with \(q=3\gamma_0\) fixed,

\[
\frac{\partial E_-^2}{\partial(U^2)}=\frac14-\frac{q^2}{2s}.
\]

This is positive if \(s>2q^2\). Because \(q<q_*\) above \(U_c\), we have \(4q^2<W^2\), and hence \(s^2>q^2W^2>4q^4\), as required. The gap grows again.

For the chosen parameters \(U_c=18.0\) eV. A scan of the whole Brillouin zone gives a gap of 0.392 eV at \(U=2\) eV and 0.400 eV at \(U=17.1\) eV, but 2.04 eV at \(U=20\) eV. Saturation is thus a long plateau of the lattice model. Its far end has a mathematical rather than a practical meaning, because at such potentials the orbitals left out of the model could not be ignored.

## (g) Add a weak hopping between A1 and B2. What happens to the plateau?

**Solution.** Let \(\boldsymbol\delta\) be a bond vector from A to B within a layer. Going from A1 to B1, up to A2 and on to B2 gives an in-plane displacement \(2\boldsymbol\delta\). Since \(3\boldsymbol\delta\) is a lattice vector, this is equivalent to \(-\boldsymbol\delta\). The A1–B2 bonds therefore point, in projection, opposite to the A1–B1 bonds, and their Bloch sum is the complex conjugate of the one that gives \(w^*\). The new matrix element near \(K\) is

\[
H_{A1,B2}=\rho w,
\]

where \(\rho\) is the ratio of the skew-hopping velocity to \(v\). A change in its sign rotates the pattern found below without changing its minimum.

For \(U\gg t\), add this term to the coupling of part (e):

\[
m=\frac12\left(-e^{-i\varphi}t+\rho q e^{i\varphi}e^{i\varphi}\right)
=-\frac{e^{-i\varphi}}{2}\left(t-\rho q e^{3i\varphi}\right).
\]

The coupling now varies around the ring with threefold symmetry. For \(0<\rho\ll1\) the crossing stays near \(q=U/2\), and the weakest coupling occurs where \(e^{3i\varphi}=1\). In the linear Dirac model, as long as \(\rho U/2<t\),

\[
E_g\simeq t-\frac{\rho U}{2}.
\]

At the weakest point the skew term opposes \(t\), and it grows with the ring radius, so the gap declines instead of levelling off.

With \(\rho=0.1\), diagonalization in the linear Dirac model gives gaps of 0.256, 0.314, 0.288 and 0.195 eV at \(U=0.4\), 1, 2 and 4 eV. The gap first rises and then falls, so these values have their largest member at an intermediate potential. At \(U=4\) eV the estimate is \(0.4-0.1\times4/2=0.200\) eV, about 2% above the computed gap. Even at \(U=0.4\) eV the skew hopping lowers the gap by roughly 10% relative to the minimal model's 0.283 eV.

The plateau at \(t\) is therefore a result for the model without skew hopping. In the linear model with \(\rho=0.1\), over the potentials computed here, it is replaced by a broad maximum below \(t\). The remaining values are in the numerical output below.

## Table of computed values

```
Vertical hopping t = 0.400 eV
In-plane hopping g0 = 3.000 eV
Lattice constant a = 0.250 nm
hbar*v = 0.6495 eV nm
Dirac velocity v = 9.868e+05 m/s
Main case: U = 0.400 eV
  separation at K = 0.4000 eV
  outer level at K = 0.4472 eV
  ring energy q* = 0.2449 eV
  ring radius k* = 0.3771 1/nm
  gap by diagonalization = 0.28284 eV
  gap by formula = 0.28284 eV
Table: U (eV), q* (eV), numerical gap (eV), gap/t
  0.1  0.0697  0.09701  0.2425
  0.2  0.1342  0.17889  0.4472
  0.4  0.2449  0.28284  0.7071
  0.8  0.4382  0.35777  0.8944
  1.6  0.8232  0.38806  0.9701
  3.2  1.6123  0.39691  0.9923
U - gap at U = 0.04 eV: 1.985e-04 eV
  leading estimate: 2.000e-04 eV
t - gap at U = 3.20 eV: 3.089e-03 eV
  leading estimate: 3.125e-03 eV
U for gap = 0.90 t: 0.8259 eV
U for gap = 0.99 t: 2.8072 eV
Crossing coupling at U = 2.0 eV: 0.2000 eV
Crossing coupling at U = 4.0 eV: 0.2000 eV
End of plateau Uc = 17.996 eV
Full-zone lattice gap (finite grid):
  U = 0.400 eV: 0.2831 eV
  U = 2.000 eV: 0.3922 eV
  U = 17.096 eV: 0.3999 eV
  U = 20.000 eV: 2.0435 eV
With skew hopping, velocity ratio rho = 0.10:
  U = 0.4 eV: gap = 0.2557 eV
  U = 1.0 eV: gap = 0.3141 eV
  U = 2.0 eV: gap = 0.2876 eV
  U = 4.0 eV: gap = 0.1953 eV
  large-U estimate at U = 4.0 eV: 0.2000 eV
```
